# The g-factor of a bound electron in the Dirac-Coulomb problem

## The decision

To predict the Zeeman splitting of a level in a heavy one-electron ion, one must decide whether the Landé factor is good enough. If it is not, one must also decide whether a separate magnetic integral is needed or whether the level energy already contains the answer. For a point nucleus the energy suffices:

\[
g=\frac{\kappa\left(\kappa E/mc^2-\tfrac12\right)}{j(j+1)} .
\tag{1}
\]

In a screened potential the energy must be replaced by another quantity, which the derivation identifies.

## Model and perturbation

An electron of mass \(m\) and charge \(-e\) moves around a fixed point nucleus,

\[
H_0=c\,\boldsymbol\alpha\cdot\mathbf p+\beta mc^2+V(r),\qquad V=-\frac{\zeta\hbar c}{r},\qquad \zeta=Z\alpha<1 .
\]

\(E\) includes the rest energy. Radiative corrections, nuclear recoil, nuclear size and nuclear spin are left out.

A uniform field \(\mathbf B=B\hat{\mathbf z}\) has the vector potential \(\mathbf A=\tfrac12\mathbf B\times\mathbf r\). For charge \(-e\) we replace \(\mathbf p\) by \(\mathbf p+e\mathbf A\), so

\[
H'=ec\,\boldsymbol\alpha\cdot\mathbf A=\frac{ecB}{2}(\mathbf r\times\boldsymbol\alpha)_z .
\]

The g-factor is defined by the first-order shift \(E'=g\mu_BBm_j\), with \(\mu_B=e\hbar/2m\). The field must be weak enough for this shift to be small compared with the distance to other levels that \(H'\) couples.

Levels are labelled by \(\kappa=-(l+1)\) for \(j=l+\tfrac12\) and \(\kappa=l\) for \(j=l-\tfrac12\), so \(j=|\kappa|-\tfrac12\). Coulomb levels with \(\pm\kappa\) and equal \(n\) are degenerate, but their parities are opposite, while \(\mathbf r\times\boldsymbol\alpha\) is even under parity. \(H'\) also conserves \(J_z\). Within a degenerate level the diagonal element is therefore enough.

## Radial equations

Let \(\Omega_\kappa\) be the normalized spin-angular functions. From \(J^2=L^2+\hbar\,\boldsymbol\sigma\cdot\mathbf L+\tfrac34\hbar^2\) it follows that \(\boldsymbol\sigma\cdot\mathbf L\,\Omega_\kappa=-(\kappa+1)\hbar\,\Omega_\kappa\). The operator \(\sigma_r=\boldsymbol\sigma\cdot\hat{\mathbf r}\) commutes with \(\mathbf J\), reverses parity and squares to one. It thus turns \(\Omega_\kappa\) into its partner, and phases are chosen so that \(\sigma_r\Omega_\kappa=-\Omega_{-\kappa}\). We write

\[
\psi=\frac1r\begin{pmatrix}P\,\Omega_\kappa\\ iQ\,\Omega_{-\kappa}\end{pmatrix},\qquad \int_0^\infty(P^2+Q^2)\,dr=1 .
\]

Since \(\sigma_r\,\boldsymbol\sigma\cdot\mathbf p=-i\hbar\partial_r+(i/r)\boldsymbol\sigma\cdot\mathbf L\) and \(\sigma_r^2=1\),

\[
\boldsymbol\sigma\cdot\mathbf p\,f\Omega_\kappa=-i\hbar\,\sigma_r\left(f'+\frac{\kappa+1}{r}f\right)\Omega_\kappa
=i\hbar\left(f'+\frac{\kappa+1}{r}f\right)\Omega_{-\kappa}.
\]

For \(f=P/r\) the bracket is \((P'+\kappa P/r)/r\). For the lower component \(f=iQ/r\) and \(\kappa\to-\kappa\), which gives \(-\hbar(Q'-\kappa Q/r)/r\). With

\[
a=\frac{E-V+mc^2}{\hbar c},\qquad b=\frac{E-V-mc^2}{\hbar c},
\]

the Dirac equation becomes

\[
P'=-\frac{\kappa}{r}P+aQ,\qquad Q'=\frac{\kappa}{r}Q-bP .
\tag{2}
\]

## The angular factor

\(H'\) couples the upper to the lower component. With \(R=\int_0^\infty rPQ\,dr\),

\[
E'=\frac{ecB}{2}\,R\;2\,\mathrm{Re}\left[i\langle\Omega_\kappa|(\hat{\mathbf r}\times\boldsymbol\sigma)_z|\Omega_{-\kappa}\rangle\right].
\]

Replace \(\Omega_{-\kappa}\) by \(-\sigma_r\Omega_\kappa\). The product rule \(\sigma_b\sigma_c=\delta_{bc}+i\epsilon_{bcd}\sigma_d\) gives

\[
(\hat{\mathbf r}\times\boldsymbol\sigma)\sigma_r=\hat{\mathbf r}\times\hat{\mathbf r}+i\,\hat{\mathbf r}\times(\hat{\mathbf r}\times\boldsymbol\sigma)=i(\hat{\mathbf r}\sigma_r-\boldsymbol\sigma).
\]

The prefactor is \(i\cdot(-1)\cdot i=1\), so the square bracket equals \(\langle\hat r_z\sigma_r-\sigma_z\rangle_\kappa\).

To evaluate it, use \(\sigma_r\sigma_z+\sigma_z\sigma_r=2\hat r_z\), which gives \(\sigma_r\sigma_z\sigma_r=2\hat r_z\sigma_r-\sigma_z\). The mean of the left side in \(\Omega_\kappa\) is \(\langle\sigma_z\rangle_{-\kappa}\). Hence

\[
\langle\hat r_z\sigma_r-\sigma_z\rangle_\kappa=\tfrac12\left(\langle\sigma_z\rangle_{-\kappa}-\langle\sigma_z\rangle_\kappa\right).
\]

The projection theorem for a vector operator at fixed \(j\), with \(\boldsymbol\sigma\cdot\mathbf J=\boldsymbol\sigma\cdot\mathbf L+\tfrac32\hbar\), gives

\[
\langle\sigma_z\rangle_\kappa=\frac{m_j\langle\boldsymbol\sigma\cdot\mathbf J\rangle}{\hbar j(j+1)}=\frac{m_j(\tfrac12-\kappa)}{j(j+1)} .
\]

Half the difference is \(m_j\kappa/[j(j+1)]\). Therefore \(E'=ecB\,R\,m_j\kappa/[j(j+1)]\), and with \(ec=2mc\,\mu_B/\hbar\),

\[
g=\frac{2mc}{\hbar}\,\frac{\kappa}{j(j+1)}\,R .
\tag{3}
\]

## The magnetic integral in any central potential

Multiply the first equation of (2) by \(P\), the second by \(Q\), and add:

\[
PP'+QQ'=-\frac{\kappa}{r}(P^2-Q^2)+(a-b)PQ,\qquad a-b=\frac{2mc}{\hbar}.
\]

Both \(E\) and \(V\) have cancelled. Multiply by \(2r\) and integrate. By parts, the left side is

\[
\int_0^\infty r\,\frac{d}{dr}(P^2+Q^2)\,dr=\Big[r(P^2+Q^2)\Big]_0^\infty-1=-1 .
\]

The boundary term vanishes because the functions decay exponentially and behave as \(r^\gamma\) with \(\gamma>0\) at the origin. With \(\langle\beta\rangle=\int(P^2-Q^2)\,dr\),

\[
-1=-2\kappa\langle\beta\rangle+\frac{4mc}{\hbar}R
\quad\Rightarrow\quad
R=\frac{\hbar}{4mc}\left(2\kappa\langle\beta\rangle-1\right).
\]

Inserting this in (3),

\[
g=\frac{\kappa\left(\kappa\langle\beta\rangle-\tfrac12\right)}{j(j+1)} .
\tag{4}
\]

This holds for one electron in any local central potential \(V(r)\) that multiplies the unit matrix, as an electrostatic potential does, and has regular bound states. A term \(\beta S(r)\) does not cancel in \(a-b\), and (4) then fails. Normalization gives \(\langle\beta\rangle=1-2\int Q^2dr\), so

\[
g=\frac{\kappa(\kappa-\tfrac12)}{j(j+1)}-\frac{2\kappa^2}{j(j+1)}\int_0^\infty Q^2\,dr .
\tag{5}
\]

The first term will turn out to be the Landé factor. The relativistic change is a reduction proportional to the weight of the small component.

## Where the Coulomb form enters

It remains to relate \(\langle\beta\rangle\) to \(E\). Consider

\[
F=r(bP^2+aQ^2)-2\kappa PQ .
\]

Two pieces of \(F'\) follow from (2):

\[
2r(bPP'+aQQ')=-2\kappa bP^2+2\kappa aQ^2,\qquad
-2\kappa(PQ)'=-2\kappa(aQ^2-bP^2).
\]

They cancel. What is left comes from differentiating the factor \(r\) and the potential inside \(a\) and \(b\), where \(a'=b'=-V'/\hbar c\):

\[
F'=bP^2+aQ^2-\frac{rV'}{\hbar c}(P^2+Q^2).
\]

\(F\) vanishes at infinity, and near the origin it behaves as \(r^{2\gamma}\), so its integral contributes nothing. Since \(\hbar c(bP^2+aQ^2)=(E-V)(P^2+Q^2)-mc^2(P^2-Q^2)\),

\[
E=mc^2\langle\beta\rangle+\langle V+rV'\rangle .
\tag{6}
\]

For \(V\propto1/r\) we have \(rV'=-V\), the last term is zero, and \(\langle\beta\rangle=E/mc^2\). Equation (4) then becomes (1).

## The level energies

To use (1) we need \(E\). Set \(a_\pm=(mc^2\pm E)/\hbar c\) and \(\lambda=\sqrt{a_+a_-}\), and insert

\[
P=e^{-\lambda r}\sum_{k\ge0}p_kr^{\gamma+k},\qquad Q=e^{-\lambda r}\sum_{k\ge0}q_kr^{\gamma+k}
\]

into (2), where now \(a=a_++\zeta/r\) and \(b=-a_-+\zeta/r\). Equal powers of \(r\) give

\[
\begin{aligned}
(k+\gamma+\kappa)p_k-\zeta q_k&=\lambda p_{k-1}+a_+q_{k-1},\\
(k+\gamma-\kappa)q_k+\zeta p_k&=a_-p_{k-1}+\lambda q_{k-1}.
\end{aligned}
\tag{7}
\]

At \(k=0\) the right sides are absent. A nonzero solution requires \(\gamma^2-\kappa^2+\zeta^2=0\), and the regular choice is \(\gamma=\sqrt{\kappa^2-\zeta^2}\).

Because \(\lambda^2=a_+a_-\), \(a_-\) times the first right side equals \(\lambda\) times the second. The left sides therefore obey, for every \(k\),

\[
a_-\left[(k+\gamma+\kappa)p_k-\zeta q_k\right]=\lambda\left[(k+\gamma-\kappa)q_k+\zeta p_k\right].
\tag{8}
\]

If the series does not end, (8) forces \(q_k/p_k\to a_-/\lambda\) at large \(k\). Then (7) gives \(p_k\approx(2\lambda/k)p_{k-1}\), the series grows as \(e^{2\lambda r}\), and the state is not normalizable. So the series must end at some \(k=n_r\). The right sides of (7) then vanish for \(k=n_r+1\), which means \(q_{n_r}=-(\lambda/a_+)p_{n_r}\). Put this into (8) and use \(\lambda^2/a_+=a_-\):

\[
a_-(n_r+\gamma+\kappa)+\frac{a_-\zeta\lambda}{a_+}=-a_-(n_r+\gamma-\kappa)+\lambda\zeta .
\]

The terms in \(\kappa\) cancel. Collecting the rest and multiplying by \(a_+/\lambda\),

\[
2\lambda(n_r+\gamma)=\zeta(a_+-a_-)=\frac{2\zeta E}{\hbar c}.
\]

With \(\hbar c\lambda=\sqrt{m^2c^4-E^2}\), squaring gives

\[
\frac{E}{mc^2}=\left[1+\frac{\zeta^2}{(n_r+\gamma)^2}\right]^{-1/2},\qquad n_r=n-|\kappa| .
\tag{9}
\]

For \(n_r=0\), (7) demands \((\gamma+\kappa)p_0=\zeta q_0\) with \(q_0/p_0<0\). This needs \(\gamma+\kappa<0\), hence \(\kappa<0\). For \(n_r\ge1\) both signs occur: at the energy (9), relation (8) fixes the ratio \(q_{n_r}/p_{n_r}\) to the terminating value, since its coefficient of \(q_{n_r}\) is nonzero for \(\zeta<1\).

No further degeneracy arises. For \(k'>k\), the difference \(\gamma_{k'}-\gamma_k\) exceeds \(k'-k\) by an amount strictly between 0 and 1, because \(k-\gamma_k=\zeta^2/(k+\gamma_k)\) is below 1 and falls with \(k\). Two values of \(n_r+\gamma\) with different \(|\kappa|\) thus never coincide.

## The ground state: Breit's result

For 1s, \(\kappa=-1\), \(n_r=0\) and \(\gamma^2+\zeta^2=1\), so (9) gives \(E=\gamma mc^2\). With \(j(j+1)=\tfrac34\),

\[
g_{1s}=\frac{(-1)(-\gamma-\tfrac12)}{3/4}=\frac23(1+2\gamma),\qquad \gamma=\sqrt{1-(Z\alpha)^2}.
\]

As \(Z\alpha\to1\) this point-nucleus value falls to \(2/3\). In that region the neglected nuclear size matters, and the limit should not be read as a prediction.

## Small \(Z\alpha\): the Landé value

When \(\zeta\to0\), \(E/mc^2\to1\) and \(g\to g_L=\kappa(\kappa-\tfrac12)/[j(j+1)]\). To compare with the Landé formula for spin factor 2, use \(l(l+1)=\kappa(\kappa+1)\) and \(j(j+1)=\kappa^2-\tfrac14\), valid for both signs of \(\kappa\):

\[
1+\frac{j(j+1)+\tfrac34-l(l+1)}{2j(j+1)}
=\frac{3\kappa^2-\kappa^2-\kappa}{2j(j+1)}=\frac{\kappa(\kappa-\tfrac12)}{j(j+1)} .
\]

The two agree. Explicitly, \(g_L=2(l+1)/(2l+1)\) for \(j=l+\tfrac12\) and \(2l/(2l+1)\) for \(j=l-\tfrac12\).

For the first correction, \(n_r+\gamma\to n\) in (9), so \(E/mc^2\approx1-\zeta^2/2n^2\) and

\[
g\approx g_L-\frac{\kappa^2}{j(j+1)}\,\frac{(Z\alpha)^2}{2n^2}.
\tag{10}
\]

For 1s this is \(2-\tfrac23(Z\alpha)^2\).

## Worked example: hydrogen-like lead

For \(Z=82\), \(Z\alpha=0.5984\) and \(\gamma=0.8012\) for \(|\kappa|=1\). The ground state has

\[
g_{1s}=\tfrac23(1+2\times0.8012)=1.735,
\]

13% below the Landé value 2. The leading term of (10) gives a reduction of \(\tfrac23(0.5984)^2=0.239\), against the full 0.265, so the expansion already misses a tenth of the effect.

The level \(2p_{3/2}\) shows both routes. From its energy, \(E/mc^2=0.95419\),

\[
g=\frac{(-2)(-2\times0.95419-0.5)}{3.75}=1.2845 .
\]

From its magnetic integral, \(R=-0.46501\) pm, with \(\hbar/mc=0.38616\) pm, equation (3) gives

\[
g=\frac{2}{0.38616}\times\frac{-2}{3.75}\times(-0.46501)=1.2845 .
\]

The integral was obtained by diagonalizing the radial Hamiltonian, so the agreement is a test of (1). The same test holds for \(1s\), \(2s\), \(2p_{1/2}\), \(3d_{3/2}\) and \(3d_{5/2}\).

For a point nucleus the levels \(2s\) and \(2p_{1/2}\) share one energy (the size of the lead nucleus alone separates them by about 11 eV) and have \(g=1.932\) and \(0.599\). Both lie 0.068 below their Landé values, because (1) gives

\[
g_L-g=\frac{\kappa^2}{j(j+1)}\left(1-\frac{E}{mc^2}\right),
\]

which depends on \(|\kappa|\) and \(E\) alone. Relative to the Landé value, the same reduction is 3.4% for \(2s\) and 10% for \(2p_{1/2}\).

Within this model (the neglected anomalous moment alone would alter the last digit), at 1 T the two 1s sublevels are \(g\mu_BB=100.4\) µeV apart. For \(2p_{3/2}\), neighbouring sublevels are \(100.4\times1.2845/1.735=74\) µeV apart, while the gap to \(2p_{1/2}\) is 2.65 keV. The ratio is about \(3\times10^{-8}\), so the field is weak in the required sense for a nucleus without spin, such as \(^{208}\)Pb. In \(^{207}\)Pb the 1s hyperfine splitting is of order 1 eV, some \(10^4\) times the Zeeman splitting at 1 T, and the shift follows the total angular momentum instead of \(m_j\).

## A screened potential

Take \(V/mc^2=-0.6\,e^{-0.12x}/x\) with \(x=mcr/\hbar\). Then \((V+rV')/mc^2=0.6\times0.12\,e^{-0.12x}\), which is positive everywhere. By (6), \(E/mc^2\) exceeds \(\langle\beta\rangle\), and using it in (1) overestimates \(g\).

For the lowest level with \(\kappa=-1\), \(\langle\beta\rangle=0.8077\) and \(E/mc^2=0.8635\). The direct value \(g=1.744\) agrees with (4), while the energy gives 1.818, an error of 4% of \(g\).

For the lowest level with \(\kappa=-2\) the direct value is 1.3109 and the energy gives 1.3314. The error is only 1.6% of \(g\), but the Landé value is 1.3333, so 92% of the relativistic reduction has been lost. This level is barely bound, with \(E/mc^2=0.9982\), yet \(\langle\beta\rangle=0.9790\). The energy reports the weak binding, whereas \(g\) follows the small-component weight.

## Choosing the formula

For a one-electron ion treated with a point nucleus, use (1) with the energy (9). With an extended nucleus \(V+rV'\) is nonzero inside the nucleus, so by (6) the energy no longer equals \(mc^2\langle\beta\rangle\), and (4) applies instead. For lead, taken as a uniform sphere of rms radius 5.50 fm, the 1s value rises by 0.0005, of which (1) with the shifted energy recovers only 0.0002. For an orbital in a local, central mean field, use (4) with the computed \(\langle\beta\rangle\), or equivalently (5) with the small-component norm. The orbital energy is not a substitute.

Equation (4) then describes one electron in a fixed potential. The response of the other electrons to the field is missing. With nonlocal exchange the cancellation of \(V\) that led to (4) is no longer guaranteed, and \(R\) should be computed directly.

Even for one electron, the anomalous magnetic moment changes the spin part of \(g\) by roughly 0.1%. At \(Z=10\) the binding correction to the 1s value is \(-0.0036\), or 0.2%, which is of similar size. Near \(Z=10\) both must therefore be kept. Because the binding correction scales as \((Z\alpha)^2\), the anomalous moment dominates for the lightest ions, while in lead the binding effect dominates the departure from 2. For levels with \(l>0\) in the lightest ions nuclear recoil, which scales the orbital part of \(g\) by about \(1-m/M\) with \(M\) the nuclear mass, also exceeds the binding correction: for \(2p_{3/2}\) in hydrogen about \(4\times10^{-4}\) against \(7\times10^{-6}\).

## Computed results

```
fine-structure constant alpha = 0.007297353
electron rest energy = 510.9990 keV
reduced Compton length hbar/(mc) = 0.386159 pm
Z = 82, Z*alpha = 0.598383, gamma(|kappa|=1) = 0.801210
Levels: E/mc2, E-mc2 in keV, integral r*P*Q in pm, g, Lande g
1s1/2 kappa=-1: 0.801210, -101.5813, -0.251237, 1.734947, 2.000000
2s1/2 kappa=-1: 0.949002, -26.0598, -0.279773, 1.932003, 2.000000
2p1/2 kappa=+1: 0.949002, -26.0598, 0.086693, 0.598670, 0.666667
2p3/2 kappa=-2: 0.954193, -23.4073, -0.465010, 1.284473, 1.333333
3d3/2 kappa=+2: 0.979484, -10.4838, 0.281697, 0.778116, 0.800000
3d5/2 kappa=-3: 0.979906, -10.2681, -0.664139, 1.179332, 1.200000
Breit value (2/3)(1+2 gamma) for 1s, Z=82: 1.734947
1s Zeeman splitting at 1 T = 100.425 micro-eV
2p3/2 - 2p1/2 gap, Z=82 = 2.6526 keV
Trend of the 1s g-factor with Z: direct g, g minus 2
Z=10: 1.996445, -0.003555
Z=30: 1.967657, -0.032343
Z=50: 1.908079, -0.091921
Z=70: 1.812921, -0.187079
Z=82: 1.734947, -0.265053
Screened model V/mc2 = -0.6 exp(-0.12 x)/x, x = r mc/hbar
kappa=-1: E/mc2=0.863540, <beta>=0.807730, direct g=1.743641
  g from <beta>=1.743641, g from E/mc2=1.818053
kappa=-2: E/mc2=0.998220, <beta>=0.979001, direct g=1.310934
  g from <beta>=1.310934, g from E/mc2=1.331435
```
